# Hirsch Ising-field correlations and local-moment correlations at distinct points

In an auxiliary-field simulation of the Hubbard model one has to choose how to measure magnetic correlations. One way is to compute electron Green's functions for each field configuration and contract them. Another is to multiply two Ising variables that are already in memory. The second costs almost nothing, but it is useful only if the factor relating the Ising variables to the electron moments is known, together with the cases in which the relation fails and the statistical noise it brings.

Consider the repulsive Hubbard model on $N$ sites,
$$
H=K+V,\qquad V=U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U>0 .
$$
Here $K$ is a Hermitian one-body operator that conserves the $z$ component of spin. It contains the hopping, the chemical potential and, if present, a Zeeman field along $z$. The inverse temperature is divided into $L$ slices, $\beta=L\Delta$, where $\Delta$ is the time step, and the simulated partition function is
$$
Z=\mathrm{Tr}\,T^L,\qquad T=e^{-\Delta K}e^{-\Delta V}.
$$
Later slices stand to the left. A space-time point $a=(i,l)$ is a site $i$ in a slice $l$, both counted from zero. The local moment is $m_i=n_{i\uparrow}-n_{i\downarrow}$, with eigenvalues $-1,0,1$ and no factor $1/2$.

The average $\langle m_am_b\rangle$ is defined inside this same discretized product: $m_i$ is placed next to the factor $e^{-\Delta V}$ of slice $l$, likewise for $b$, and the trace is divided by $Z$. Left or right of $e^{-\Delta V}$ makes no difference, because $m_i$ and $V$ are both functions of the occupation numbers and commute. The claim is that for $a\neq b$
$$
\boxed{\langle s_as_b\rangle=p\,\langle m_am_b\rangle,\qquad p=1-e^{-\Delta U}}
$$
where $s_a=\pm1$ is the Hirsch field. Distinct points may share a site or a slice, but not both. No smallness of $\Delta$ is assumed.

The occupation numbers of different sites commute, so the interaction factor of a slice is a product over sites,
$$
e^{-\Delta V}=\prod_i e^{-\Delta U n_{i\uparrow}n_{i\downarrow}} .
$$
For one site, with the index dropped, define
$$
Q(s)=\tfrac12\exp\!\left[-\tfrac{\Delta U}{2}(n_\uparrow+n_\downarrow)+\lambda s\,(n_\uparrow-n_\downarrow)\right],
\qquad \cosh\lambda=e^{\Delta U/2},\quad \lambda>0 .
$$
A real $\lambda$ exists because $e^{\Delta U/2}>1$ for $U>0$. For $U<0$ the right side would be below one and no real $\lambda$ would solve the condition, so the repulsive sign is needed for this real field.

The four occupation states give $Q(s)$ explicitly. On the empty site $Q(s)=\tfrac12$. On the doubly occupied site the moment vanishes and the first term in the exponent is $-\Delta U$, so $Q(s)=\tfrac12e^{-\Delta U}$. On a singly occupied site $m=\pm1$, and
$$
Q(s)=\tfrac12e^{-\Delta U/2}e^{\lambda sm}
=\frac{1}{2\cosh\lambda}\left(\cosh\lambda+sm\sinh\lambda\right)
=\tfrac12\left(1+sm\tanh\lambda\right).
$$
The second equality uses $e^{-\Delta U/2}=1/\cosh\lambda$ and the fact that $sm=\pm1$, for which $\cosh(\lambda sm)=\cosh\lambda$ and $\sinh(\lambda sm)=sm\sinh\lambda$. The interaction factor $e^{-\Delta Un_\uparrow n_\downarrow}$ equals $1$, $e^{-\Delta U}$ and $1$ in the three cases, so one operator identity covers all of them:
$$
Q(s)=\tfrac12\left(1+s\,m\tanh\lambda\right)e^{-\Delta Un_\uparrow n_\downarrow}.
$$

Two sums over $s=\pm1$ follow. Since $\sum_s1=2$ and $\sum_ss=0$,
$$
\sum_sQ(s)=e^{-\Delta Un_\uparrow n_\downarrow},
$$
which is Hirsch's transformation. Since $\sum_ss^2=2$,
$$
\sum_s s\,Q(s)=\tanh\lambda\;m\,e^{-\Delta Un_\uparrow n_\downarrow}.
$$
An Ising variable inserted into the sum therefore becomes the moment operator beside the interaction factor, multiplied by $\tanh\lambda$. The multiplier follows from the definition of $\lambda$:
$$
\tanh^2\lambda=\frac{\cosh^2\lambda-1}{\cosh^2\lambda}=1-e^{-\Delta U}=p,
\qquad \tanh\lambda=\sqrt p ,
$$
with the positive root because $\lambda>0$.

The formula for $Q(s)$ also shows what the field records. For a given local occupation, $s$ takes its two values with relative weights $\tfrac12(1\pm m\sqrt p)$. On an empty or doubly occupied site it is unbiased. On a singly occupied site it agrees with the sign of the moment with weight $(1+\sqrt p)/2$. The Ising field is a noisy record of the moment, and each reading multiplies the mean by the factor $\sqrt p$. Two separate readings give $p$.

To turn this into a statement about the simulation, the weight of a field configuration is needed. Replacing every local interaction factor by its $Q$ gives
$$
W(s)=\mathrm{Tr}\prod_{l}\left[e^{-\Delta K}\prod_iQ_i(s_{il})\right],
$$
with later slices to the left. This is the determinant weight used in simulations, as the following argument shows. Let $X=\sum_{ij}c_i^\dagger A_{ij}c_j$ for one spin species. From $[X,c_j^\dagger]=\sum_ic_i^\dagger A_{ij}$, repeated commutation gives
$$
e^Xc_j^\dagger e^{-X}=\sum_ic_i^\dagger(e^A)_{ij}.
$$
For a product $G$ of such exponentials the matrices multiply in the same order, so $Gc_j^\dagger G^{-1}=\sum_ic_i^\dagger M_{ij}$, where $M$ is the ordered product of the matrices $e^A$. Also $G|0\rangle=|0\rangle$. Acting on a state with occupied set $J$, $G$ replaces each $c_j^\dagger$ by $\sum_ic_i^\dagger M_{ij}$. The coefficient of the original state, with the signs from reordering fermion operators, is the principal minor $\det M_{JJ}$. The trace adds these minors over all sets $J$, and that sum is the expansion of a determinant:
$$
\mathrm{Tr}\,G=\sum_J\det M_{JJ}=\det(1+M).
$$

The exponents in $W$ contain no term mixing the spins, so the trace is a product of two such determinants. Let $k_\sigma$ be the one-body matrix of $K$ for spin $\sigma=\pm1$, and let $D_\sigma(l)$ be diagonal with entries $e^{-\Delta U/2+\sigma\lambda s_{il}}$. Then
$$
W(s)=2^{-NL}\det(1+M_\uparrow)\det(1+M_\downarrow),\qquad
M_\sigma=\prod_le^{-\Delta k_\sigma}D_\sigma(l).
$$

The field average is
$$
\langle s_as_b\rangle=\frac{\sum_{\{s\}}s_as_b\,W(s)}{\sum_{\{s\}}W(s)} .
$$
The trace is linear in each factor of the operator product, and each Ising variable occurs in one $Q$ and nowhere else. The sum over all configurations can therefore be carried out factor by factor without moving any operator. In the denominator every factor returns $e^{-\Delta Un_\uparrow n_\downarrow}$, and the result is $Z$. In the numerator the same happens at every point except $a$ and $b$. Because these points are distinct, $s_a$ and $s_b$ sit in different factors, and each produces $\sqrt p\,m$ at its own place. The numerator is thus $(\sqrt p)^2$ times the trace with the two moments inserted. Division by $Z$ gives the boxed relation.

The division is allowed because $Z>0$. Indeed
$$
e^{-\Delta V/2}\,T\,e^{\Delta V/2}=e^{-\Delta V/2}e^{-\Delta K}e^{-\Delta V/2}\equiv B ,
$$
and $B$ is a positive operator, so $Z=\mathrm{Tr}\,B^L>0$.

The argument does not depend on the lattice, the filling or the temperature. If the repulsion varies from site to site, each point carries its own factor and $p$ becomes $\sqrt{p_ip_j}$. With one point, or with $k$ distinct points, the same sums give
$$
\langle s_a\rangle=\sqrt p\,\langle m_a\rangle,\qquad
\langle s_{a_1}\cdots s_{a_k}\rangle=p^{k/2}\langle m_{a_1}\cdots m_{a_k}\rangle .
$$
Connected pair correlations consequently have the same factor as the full ones,
$$
\langle s_as_b\rangle-\langle s_a\rangle\langle s_b\rangle
=p\left[\langle m_am_b\rangle-\langle m_a\rangle\langle m_b\rangle\right].
$$

The relation is one between averages. In a single configuration $s_as_b$ is $+1$ or $-1$, whatever the Green's functions of that configuration say. It also concerns the $z$ component of spin, to which the field couples. Transverse correlations follow from it if spin rotation symmetry makes them equal to the longitudinal ones, which a Zeeman field prevents.

A Hubbard triangle shows the sizes involved. Energies are in units of the hopping amplitude $t$ and times in units of $1/t$. The hopping term is $-t$ on each of the three bonds, $U=4$, the chemical potential is $2.5$, the Zeeman term is $-0.3\sum_im_i$, $\Delta=0.5$ and $L=4$, so that $\beta=2$. Then $\Delta U=2$ and
$$
\lambda=\operatorname{arcosh}(e)=1.6575,\qquad
p=1-e^{-2}=0.864665,\qquad \sqrt p=0.929873 .
$$
On a singly occupied site the field agrees with the moment with weight $(1+0.929873)/2=0.965$.

There are $2^{12}=4096$ configurations, few enough to sum with their determinants and no sampling. The moment averages come from a separate calculation, with explicit matrices in the 64-dimensional Fock space. For sites 0 and 1 in the same slice the moment correlation is $-0.184758$, and the relation predicts
$$
0.864665\times(-0.184758)=-0.159754 ,
$$
which is what the sum over fields gives. For site 0 in adjacent slices the moment correlation is $0.662819$ and the field correlation $0.573116$, again in the ratio $p$. The numerical check covers all 66 distinct pairs, and the largest difference between the two sides is $5\times10^{-14}$.

The Zeeman field makes the one-point average nonzero: $\langle m\rangle=0.229747$ and $\langle s\rangle=0.929873\times0.229747=0.213636$. For three points on different sites in successive slices the moment average is $-0.157906$. With $p^{3/2}=0.864665\times0.929873=0.804029$ the field average should be $-0.12696$, in agreement with the enumeration.

Nothing in the proof required $W(s)$ to be positive, and in this example 72 of the 4096 weights are negative. A simulation would then sample with probability proportional to $|W|$. For real weights the correct average is recovered as
$$
\langle s_as_b\rangle=
\frac{\langle s_as_b\,\mathrm{sgn}\,W\rangle_{|W|}}{\langle\mathrm{sgn}\,W\rangle_{|W|}} ,
$$
since the common normalization $\sum|W|$ cancels. The average sign here is $0.983$, close to one. Even so, leaving the signs out shifts the field correlation away from $p\langle m_am_b\rangle$ by up to $0.015$ among the 66 pairs. The factorized sum reconstructs the interaction only with the signed weight.

The relation fails at coincident points. If $a=b$, both Ising variables lie in the same factor, and $s_a^2=1$ leaves the bare interaction factor there. No moment operator appears, and the field average is 1. Both cases are contained in
$$
\langle s_as_b\rangle=p\,\langle m_am_b\rangle+\delta_{ab}\left(1-p\,\langle m_a^2\rangle\right).
$$
In the triangle $\langle m^2\rangle=0.877671$, so $p\langle m^2\rangle=0.758891$, whereas $\langle s^2\rangle=1$. The difference, $0.241$, is the average of $1-pm^2$. This is the variance of $s$ at fixed local occupation, where the weights $\tfrac12(1\pm m\sqrt p)$ give $s$ the mean $m\sqrt p$ and $s^2=1$. The self-correlation equals 1 whatever $\langle m^2\rangle$ is, so it carries no information about the moments.

This matters when correlations are summed into a structure factor. Define, within one slice,
$$
S_s(\mathbf q)=\frac1N\sum_{ij}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\langle s_is_j\rangle ,
$$
and $S_m(\mathbf q)$ in the same way from the moments. The phase is 1 for $i=j$, so the preceding formula gives
$$
S_m(\mathbf q)=\frac1p\left[S_s(\mathbf q)-1\right]+\frac1N\sum_i\langle m_i^2\rangle .
$$
Dividing $S_s$ by $p$ alone would add a constant background at every wave vector. The last term is not contained in $S_s$, because $s_i^2=1$ says nothing about it, and has to be obtained in another way. Using $n_{i\sigma}^2=n_{i\sigma}$,
$$
m_i^2=n_{i\uparrow}+n_{i\downarrow}-2n_{i\uparrow}n_{i\downarrow},
$$
so the density and the double occupancy are sufficient. The fields in another slice also supply it. Since $K$ conserves the $z$ component of spin, $\sum_jm_j$ commutes with $T$ and can be moved from slice $l$ to any slice $l'\ne l$, which gives
$$
p\,\langle m_i^2\rangle=\sum_j\langle s_{il}s_{jl'}\rangle-\sum_{j\ne i}\langle s_{il}s_{jl}\rangle .
$$
In the triangle the field correlation between different sites in adjacent slices is $-0.066866$, and $0.573116-2\times0.066866+2\times0.159754=0.75889$, the value of $p\langle m^2\rangle$ found above.

The position of the moment in the operator product is also part of the statement. The moment commutes with $V$, but hopping moves electrons between sites, so $m_i$ does not in general commute with $K$. Take site 1 in slice 0 and site 0 in slice 1 of the triangle. With both moments beside their interaction factors the correlation is $-0.0773$. If the moment on site 1 is moved to the middle of the kinetic factor of its slice, $e^{-\Delta K/2}m_1e^{-\Delta K/2}$, the value becomes $-0.0852$. A Green's-function measurement made at that other position has a different average at finite $\Delta$, and comparing it with the Ising estimator would suggest a disagreement where there is none.

So far both sides belong to the discretized ensemble. The correlation of the Hubbard model itself is obtained for $\Delta\to0$ at fixed $\beta$ and fixed time separation $\tau=r\Delta$. Let $a=(i,l_a)$ and $b=(j,l_b)$ with $r=l_a-l_b\ge0$. Since $m$ commutes with $V$, a slice with an insertion is $e^{-\Delta K}m\,e^{-\Delta V}=Tm$. Cyclic invariance of the trace then gives
$$
\langle m_am_b\rangle=\frac1Z\,\mathrm{Tr}\left[T^{L-r}m_i\,T^{r}m_j\right]
=\frac{\mathrm{Tr}\left[B^{L-r}m_i\,B^{r}m_j\right]}{\mathrm{Tr}\,B^L} .
$$
For the second equality insert $T^r=e^{\Delta V/2}B^re^{-\Delta V/2}$. The factors $e^{\pm\Delta V/2}$ pass through the moments and cancel.

The operator $B(\Delta)$ is symmetric in its factors, so $B(\Delta)B(-\Delta)=1$. For small $\Delta$ this means $\ln B(-\Delta)=-\ln B(\Delta)$, and the logarithm contains odd powers of $\Delta$ alone. Its linear term is $-\Delta(K+V)$, as the first derivative of $B$ at $\Delta=0$ shows. Hence
$$
B=e^{-\Delta H_\Delta},\qquad H_\Delta=H+O(\Delta^2).
$$
The discretized average is a thermal correlation of $H_\Delta$ at the same $\beta$ and $\tau$, and on a finite lattice it differs from that of $H$ by $O(\Delta^2)$.

Second order does not mean negligible. For sites 0 and 1 of the triangle at $\tau=1$, the continuous-time correlation is $0.0065$. With $\Delta=0.5$ the discretized value is $-0.0522$, which has the wrong sign. The Ising correlation, $-0.0451$, reproduces this discretized value after division by $p$, as it must. At $\Delta=0.125$ the result is $0.0015$, and at $\Delta=0.03125$ it is $0.0061$, with an error of $3.2\times10^{-4}$, or about 5% of the continuous-time value. The last halving of the step reduces the error by a factor $3.98$, consistent with second order. The factor $p$ corrects for the imperfect recording of the moment by the field. It does not remove the time-step error.

Reducing $\Delta$ has a price for the Ising estimator. Let $W(s)$ be positive, so that it defines a probability, and take $s_as_b/p$ as the estimator of $\langle m_am_b\rangle$ for $a\ne b$. Because $(s_as_b)^2=1$, its standard deviation per configuration is
$$
\sigma=\frac{\sqrt{1-\langle s_as_b\rangle^2}}{p}
=\frac{\sqrt{1-p^2\langle m_am_b\rangle^2}}{p}.
$$
For $\Delta U\ll1$, $p\simeq\Delta U$. At fixed moment correlation the square root tends to 1, and $\sigma\simeq1/(\Delta U)$. The field becomes nearly random, and a small correlation has to be extracted from signs $\pm1$ and then magnified. At $U=0$ the field carries no information and the division by $p$ is undefined. In the opposite limit, $\Delta U\to\infty$, $p\to1$ and the field correlation between distinct points approaches the moment correlation of the discretized ensemble, but unless $K$ commutes with $V$, in which case the splitting is exact, the time step is then too coarse for the $O(\Delta^2)$ estimate of its error to be trusted.

An open three-site chain at half filling, with the same $U$, $\Delta$ and $L$ and no Zeeman field, has positive weights for all configurations. For neighbouring sites 0 and 1 in one slice $\langle s_as_b\rangle=-0.3617$ and $\langle m_am_b\rangle=-0.4183$. The standard deviation is
$$
\sigma=\frac{\sqrt{1-0.3617^2}}{0.8647}=1.078 .
$$
With $n$ independent configurations the standard error is $\sigma/\sqrt n$. An error of $0.01$ in this one correlation needs $n=(1.078/0.01)^2\approx1.2\times10^4$. At $\Delta U=0.1$, $1/p=10.5$, and when $p^2\langle m_am_b\rangle^2$ is negligible the same error needs $n\approx(10.5/0.01)^2\approx1.1\times10^6$. At $\Delta U=0.01$, $1/p=100.5$ and the number rises by roughly another factor of 90. These numbers are for a single pair. By cyclic invariance the $L$ slices of a configuration are equivalent, and the product can be averaged over them. With $x_l=m_{0l}m_{1l}$, the four-point rule gives for the variance of this average
$$
\frac{1}{Lp^2}+\frac1L\sum_{r=1}^{L-1}\langle x_rx_0\rangle-\langle x_0\rangle^2 .
$$
Only the first term grows as $\Delta\to0$, and with $L=\beta/\Delta$ it grows as $1/(\beta\Delta U^2)$ instead of $1/(\Delta U)^2$. For the chain at $\beta=2$ and $U=4$ an error of $0.01$ then needs about $6.4\times10^3$, $1.9\times10^4$ and $1.3\times10^5$ independent configurations at $\Delta U=2$, $0.1$ and $0.01$, each configuration containing $L=4$, $80$ and $800$ slices.

The choice posed at the start therefore turns on the time step. At moderate $\Delta U$ the Ising product divided by $p$ is a cheap estimator of the discretized moment correlation, provided that coincident points are treated separately. It is unbiased when the weights are positive; otherwise the signs must be kept (the phases $W/|W|$, if complex hopping makes the weights complex), and the ratio of averages weighted with them converges to the correct value as the sample grows. When the time-step error forces $\Delta U$ to be small, the factor $1/p$ multiplies the noise of each product, and even after averaging over the slices the variance per configuration grows as $1/\Delta$ at fixed $\beta$, and the cost of the additional configurations has to be weighed against that of a Green's-function measurement.

## Numbers as computed

```
U = 4.0 t; dtau = 0.5 1/t; beta = 2.0 1/t
sites, slices, configurations: 3 4 4096
lambda = 1.657454 (dimensionless)
p = 1-exp(-dtau U) = 0.864665; sqrt(p) = 0.929873
TRIANGLE: mu = 2.5 t, Zeeman field h = 0.3 t
Z from determinants = 437249441.767170
Z from Fock trace   = 437249441.767219
negative weights: 72 ; average sign = 0.983162
pair correlations (site,slice), both counted from 0:
(0,0)-(1,0): <ss> = -0.15975409, <mm> = -0.18475843, p<mm> = -0.15975409
(0,0)-(0,1): <ss> = 0.57311608, <mm> = 0.66281886, p<mm> = 0.57311608
(0,0)-(1,1): <ss> = -0.06686640, <mm> = -0.07733217, p<mm> = -0.06686640
(0,0)-(0,2): <ss> = 0.52961165, <mm> = 0.61250521, p<mm> = 0.52961165
(1,0)-(0,2): <ss> = -0.04511418, <mm> = -0.05217535, p<mm> = -0.04511418
distinct pairs: 66; largest |<ss>-p<mm>| = 5.3e-14
largest mismatch if weight signs are dropped = 0.014893
one point: <s> = 0.21363597, <m> = 0.22974735
three points (0,0),(1,1),(2,2): <sss> = -0.12696068, <mmm> = -0.15790563
  p^(3/2)<mmm> = -0.12696068
same point: <s^2> = 1.000000, <m^2> = 0.877671, p<m^2> = 0.758891
(1,0)-(0,1): <mm> beside V = -0.07733217
  with m_1 in middle of kinetic factor = -0.08518249
continuous time, sites 0 and 1, tau = 1.0 1/t: <mm> = 0.00646440
  dtau = 0.50000 1/t: <mm> = -0.05217535, error = -5.864e-02
  dtau = 0.25000 1/t: <mm> = -0.01219117, error = -1.866e-02
  dtau = 0.12500 1/t: <mm> = 0.00148533, error = -4.979e-03
  dtau = 0.06250 1/t: <mm> = 0.00519874, error = -1.266e-03
  dtau = 0.03125 1/t: <mm> = 0.00614666, error = -3.177e-04
error ratio on last halving of dtau = 3.9833
OPEN CHAIN: mu = 2.0 t, h = 0 t; all weights positive
(0,0)-(1,0): <ss> = -0.36170443, <mm> = -0.41831755
largest |<ss>-p<mm>| = 8.8e-15
standard deviation of ss/p per configuration = 1.078213
dtau U = 0.1: 1/p = 10.5083
dtau U = 0.01: 1/p = 100.5008
```
